\section*{Does a larger valence count guarantee better conduction?}

\section{The argument under review}

The argument runs as follows. The conductivity of a metal is proportional to the number of its mobile electrons. An aluminium atom supplies three valence electrons and a copper atom one, so aluminium must be the better conductor. If measurement says otherwise, the electrons of aluminium must be slower.

Both conclusions need examination. The first treats everything except the electron count as common to the two metals. The second names one remaining quantity without considering the others. To judge them, we need the conductivity in a form that shows where the count enters and what stands beside it.

\section{From the kinetic equation to the Fermi surface}

I use atomic units in the algebra, $\hbar=m=e=1$, where $m$ is the free-electron mass; the electron has charge $-1$. A uniform, steady, weak field $E$ points along $x$. Let $f(\mathbf k)$ be the occupation of a state with energy $\varepsilon(\mathbf k)$ and velocity $\mathbf v=\nabla_{\mathbf k}\varepsilon$, and let $f_0(\varepsilon)$ be the Fermi function with chemical potential $\mu$. The field drives the electrons through $\mathbf k$ space at the rate $\dot k_x=-E$. Scattering is described by a relaxation time $\tau$, so the steady Boltzmann equation is
\begin{equation}
-E\,\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}.
\end{equation}
Multiplying by $-\tau$ gives $f-f_0=\tau E\,\partial f/\partial k_x$. The right side already contains one factor of $E$, so to first order $f$ may be replaced there by $f_0$. The chain rule then gives
\begin{equation}
f-f_0=\tau E\,\frac{\partial f_0}{\partial k_x}
=\tau E\,v_x\frac{\partial f_0}{\partial\varepsilon}.
\label{shift}
\end{equation}

The current density is charge times velocity times occupation, with a factor 2 for spin:
\begin{equation}
j_x=-2\int\!\frac{d^3k}{(2\pi)^3}\,v_x f .
\end{equation}
For $\varepsilon(-\mathbf k)=\varepsilon(\mathbf k)$, the velocity is odd in $\mathbf k$ and $f_0$ is even, so $f_0$ carries no current. Inserting Eq.~(\ref{shift}) and dividing by $E$ gives
\begin{equation}
\sigma=2\int\!\frac{d^3k}{(2\pi)^3}\,\tau v_x^2
\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
\label{window}
\end{equation}
The energy derivative is appreciable within a few $k_BT$ of $\mu$. Electrons deep below that window have no net effect on the linear current.

Now assume that $\tau$ has one value on the Fermi surface and that the metal is cubic or isotropic. The three diagonal conductivities are then equal, and their average replaces $v_x^2$ by $v^2/3$, with $v=|\mathbf v|$. Between surfaces of energy $\varepsilon$ and $\varepsilon+d\varepsilon$ the thickness in $\mathbf k$ space is $d\varepsilon/v$, so $d^3k=dS\,d\varepsilon/v$. When $k_BT$ is small on the scale over which the band changes, the energy integral selects $\varepsilon=\mu$:
\begin{align}
\sigma&=\frac{2\tau}{8\pi^3}\,\frac13\int_{\rm FS}\frac{v^2}{v}\,dS
=\frac{\tau}{12\pi^3}\int_{\rm FS}v\,dS\notag\\
&=\frac{S\langle v\rangle\tau}{12\pi^3}=\frac{S\ell}{12\pi^3}.
\label{surface}
\end{align}
Here $S$ is the total area of the Fermi surface, $\langle v\rangle$ is the speed averaged over that area, and $\ell=\langle v\rangle\tau$ is the mean free path averaged over the same area. The electron count has no separate place in this expression. It acts through the surface that the electrons fill up to.

\section{What is right in the argument}

For free electrons the surface is a sphere of radius $k_F$. Counting two electrons per allowed $\mathbf k$ gives the density
\begin{equation}
n=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2}.
\end{equation}
With $S=4\pi k_F^2$ and $\langle v\rangle=k_F$, Eq.~(\ref{surface}) becomes
\begin{equation}
\sigma=\frac{4\pi k_F^2\,k_F\,\tau}{12\pi^3}
=\frac{k_F^3}{3\pi^2}\,\tau=n\tau .
\label{drude}
\end{equation}
This is the proportionality on which the argument rests. At fixed $\tau$, a factor $n^{2/3}$ comes from the area and a factor $n^{1/3}$ from the speed. More free electrons do conduct better if $\tau$ stays the same. For two free-electron metals A and B, however,
\begin{equation}
\frac{\sigma_B}{\sigma_A}=\frac{n_B}{n_A}\,\frac{\tau_B}{\tau_A},
\end{equation}
and nothing in the count fixes the second ratio.

\section{Three electrons against one}

Take two model metals with $15.0$~\AA$^3$ per atom. Metal A has one free electron per atom and metal B has three. I specify the scattering by $\Gamma=\hbar/\tau$, choosing $\Gamma_A=0.020$~eV and $\Gamma_B=0.080$~eV. For numbers it is convenient to write
\begin{equation}
\sigma=\frac{e^2}{\hbar}\,s,\qquad
s=\frac{S\ell}{12\pi^3},\qquad
\ell=\frac{\hbar\langle v\rangle}{\Gamma},
\end{equation}
with $s$ in \AA$^{-1}$.

For A, $n=1/15.0=0.0667$~\AA$^{-3}$ gives $k_F=1.254$~\AA$^{-1}$ and $S=19.77$~\AA$^{-2}$. With $\hbar^2/m=7.620$~eV\,\AA$^2$, the speed is $\hbar v=7.620\times1.2544=9.559$~eV\,\AA. Therefore
\begin{align}
\ell_A&=\frac{9.559}{0.020}=478~\text{\AA},\\
s_A&=\frac{19.77\times477.9}{12\pi^3}=25.4~\text{\AA}^{-1}.
\end{align}
For B, $n=0.2000$~\AA$^{-3}$ gives $S=41.13$~\AA$^{-2}$ and $\hbar v=13.79$~eV\,\AA, so
\begin{align}
\ell_B&=\frac{13.786}{0.080}=172~\text{\AA},\\
s_B&=\frac{41.13\times172.3}{12\pi^3}=19.05~\text{\AA}^{-1}.
\end{align}
Since $e^2/\hbar=2.434\times10^{-4}$~S, the resistivities $1/\sigma$ are $1.62$~$\mu\Omega$\,cm for A and $2.16$~$\mu\Omega$\,cm for B.

Metal B has the larger Fermi surface and the faster electrons, and it is still the poorer conductor. Its threefold advantage in density is multiplied by a scattering time four times shorter, which leaves $\sigma_B/\sigma_A=3/4$. The two would conduct equally at $\Gamma_B=3\Gamma_A=0.060$~eV. This pair refutes both conclusions as general inferences: a higher count need not win, and a poorer conductor need not have slower electrons.

\section{When added electrons shrink the surface}

The argument has a second weakness, which remains even if $\tau$ is held fixed. In a crystal, adding electrons need not enlarge the Fermi surface. To see this, take the constant $\tau$ outside Eq.~(\ref{window}) and use $v_x\,\partial f_0/\partial\varepsilon=\partial f_0/\partial k_x$. Integration by parts over the Brillouin zone gives
\begin{align}
\sigma&=-2\tau\int\!\frac{d^3k}{(2\pi)^3}\,v_x
\frac{\partial f_0}{\partial k_x}\notag\\
&=2\tau\int\!\frac{d^3k}{(2\pi)^3}\,f_0\,
\frac{\partial^2\varepsilon}{\partial k_x^2}.
\label{curvature}
\end{align}
The boundary terms cancel because $v_x$ and $f_0$ are periodic. For free electrons the integral runs over all $\mathbf k$ and the boundary terms vanish because $f_0$ goes to zero at large $k$; the curvature is 1 everywhere, and Eq.~(\ref{drude}) returns. In a band the curvature takes both signs, and states of negative curvature reduce the sum once they are occupied.

A simple cubic band with hopping $t$ and cell length $a$ makes this explicit:
\begin{equation}
\varepsilon=-2t(\cos k_xa+\cos k_ya+\cos k_za).
\end{equation}
Its curvature along $x$ is $2ta^2\cos k_xa$. Averaging over the three equivalent directions gives $(2ta^2/3)(\cos k_xa+\cos k_ya+\cos k_za)=-a^2\varepsilon/3$. Equation~(\ref{curvature}) becomes
\begin{equation}
\sigma=-\frac{\tau a^2}{3}\,u,\qquad
u=2\int\!\frac{d^3k}{(2\pi)^3}\,f_0\,\varepsilon ,
\end{equation}
where $u$ is the band energy per volume. At low temperature, electrons added to the density $n$ enter at the energy $\mu$, so $du=\mu\,dn$ and
\begin{equation}
\frac{d\sigma}{dn}=-\frac{\tau a^2}{3}\,\mu .
\end{equation}
Shifting each of $k_xa$, $k_ya$ and $k_za$ by $\pi$ reverses the sign of $\varepsilon$. The levels therefore lie symmetrically about zero, and $\mu=0$ at one electron per cell. At fixed $\tau$, added electrons raise the conductivity below that filling and lower it above. In the full band, with two electrons per cell, the cosines average to zero and $\sigma=0$.

For numbers I take $a=3.0$~\AA, $t=1.00$~eV and $\Gamma=0.020$~eV at every filling. The steady Boltzmann equation was solved on a uniform periodic $\mathbf k$ mesh in a weak field, with $\mu$ adjusted to the required filling. The Fermi function was broadened by $k_BT=0.10\,t$ to make the mesh sums smooth. The area and mean speed were obtained with the same broadening, by weighting states with $-\partial f_0/\partial\varepsilon$.

\begin{center}
\begin{tabular}{cccc}
electrons & $S$ & $\hbar\langle v\rangle$ & $s$\\
per cell & (\AA$^{-2}$) & (eV\,\AA) & (\AA$^{-1}$)\\
0.50 & 8.74 & 7.39 & 8.68\\
1.00 & 10.31 & 8.02 & 11.11\\
1.80 & 4.61 & 7.63 & 4.72
\end{tabular}
\end{center}

At one electron per cell, for instance, $s=10.306\times8.024/(12\pi^3\times0.020)=11.11$~\AA$^{-1}$. Going from 1.00 to 1.80 electrons multiplies the area by $0.45$ and the mean speed by $0.95$. The conductivity falls to $0.42$ of its former value, mainly because the surface has shrunk. The resistivity rises from $3.70$ to $8.70$~$\mu\Omega$\,cm. The size of this fall depends on holding $\Gamma$ fixed. The density of states at $\mu$ drops to about $0.47$ of its value between the two fillings; if $\Gamma$ followed it, as for weak short-range impurities, the conductivity would fall only to about $0.9$. What remains at 1.80 is a closed surface around the few empty states at the zone corner. Integrating that surface without broadening, at the same $\mu$, gives an area of $4.60$~\AA$^{-2}$ and $s=4.72$~\AA$^{-1}$, so the broadening has little influence here. It does affect the last digits of the table: with sharp surfaces at the same fillings, $s$ becomes $8.71$, $11.14$ and $4.73$~\AA$^{-1}$, and the area at 0.50 electrons becomes $8.81$~\AA$^{-2}$, a shift of just under one percent.

\section{When the speed decides}

Velocity can also overturn the ranking by count. Reduce the hopping to $0.25$~eV and keep one electron per cell. Multiplying all band energies by one factor leaves the shape of the Fermi surface unchanged at fixed filling, while every velocity is multiplied by that factor. The area remains $10.31$~\AA$^{-2}$, but $\hbar\langle v\rangle$ drops to $2.01$~eV\,\AA. With the same $\Gamma=0.020$~eV,
\begin{equation}
s=\frac{10.306\times2.006}{12\pi^3\times0.020}=2.78~\text{\AA}^{-1}.
\end{equation}
Compare this with the wide band holding half an electron per cell, for which $s=8.68$~\AA$^{-1}$. The narrow band has twice the electrons, a surface about $1.2$ times as large and the same scattering time. Its mean speed is only $0.27$ times that of the wide band, and its conductivity is $0.32$ times as large.

\section{Aluminium and copper}

Aluminium has three times copper's valence count per atom, but its atoms take up more room, and the ratio of valence-electron densities is roughly 2. At room temperature its conductivity is roughly $0.6$ of copper's. If both metals are read as free-electron metals, Eq.~(\ref{drude}) gives
\begin{equation}
\frac{\tau_{\rm Al}}{\tau_{\rm Cu}}\approx\frac{0.6}{2}=0.3,
\qquad
\frac{v_{\rm Al}}{v_{\rm Cu}}\approx2^{1/3}\approx1.3 .
\end{equation}
The ratio of mean free paths is the product of these two, about $0.4$. On this reading the electrons of aluminium are faster than those of copper, and their shorter scattering time outweighs their advantages in number and speed. Within the free-electron reading, the fallback conclusion of the argument therefore fails along with the first.

The reading has a limit that should be stated with it. If each metal has a single $\tau$, then by Eq.~(\ref{curvature}) its conductivity fixes the product of $\tau$ and the curvature integral over occupied states, summed over all bands, since more than one band crosses the Fermi level in aluminium. The free-electron estimate replaces that integral by $n$. In the real crystals the lattice alters both the Fermi surface and the velocities on it. If it lowers the integral by a larger factor in aluminium than in copper, the true ratio of scattering times is larger than $0.3$. Two conductivities and two electron counts cannot settle this; the band structures are needed as well.

\section{Range of the correction}

If $\tau$ varies over the Fermi surface with the symmetry of a cubic crystal, it stays inside the integral, and $\int v\tau\,dS$ replaces $\tau\int v\,dS$. A single relaxation time is exact for elastic scattering on a spherical Fermi surface when the speed is the same in every direction and the scattering rate depends only on the angle between the old and new directions. It is then the transport time, in which small deflections count for little. In a real crystal a single relaxation time is in general an approximation.

The derivation also assumes a uniform metal. In an interconnect whose width is comparable with $\ell$, diffuse scattering at the surfaces makes the distribution depend on position, and Eq.~(\ref{surface}) no longer gives the conductance. For the model metals this happens at different widths, since $\ell$ is $478$~\AA{} in A and $172$~\AA{} in B. Their bulk ranking should not be carried over to such narrow lines without a new calculation.

The argument can be repaired by adding its missing condition: among free-electron metals with equal scattering times, the one with the higher electron density conducts better. For aluminium and copper, equal scattering times are what the free-electron reading of the data rules out.
